\section*{Why a minimum of the gradient norm need not be a saddle}

\section{The argument under review}

The manuscript seeks the barrier for an atom hopping between two sites. It proposes to minimise
\begin{equation}
W(\mathbf r)=\tfrac12|\mathbf g(\mathbf r)|^2,\qquad \mathbf g=\nabla V,
\end{equation}
where $V$ is the potential energy. The reasoning is this: $W$ is never negative, it vanishes at a saddle, and so a minimiser started between the two sites must end at the saddle. The energy found there, measured from the well, is then used as the migration barrier.

The first two statements are correct. The conclusion does not follow from them. That every saddle is a minimum of $W$ does not make every minimum of $W$ a saddle. By a saddle I mean a stationary point of $V$ whose Hessian has exactly one negative eigenvalue and no zero eigenvalue. On a one-dimensional path it is a maximum.

\section{A counterexample}

Take, in dimensionless form,
\begin{equation}
V(x)=\tfrac13x^3+x,\qquad V'(x)=x^2+1\ge 1 .
\end{equation}
The slope never vanishes for real $x$, so there is no stationary point of any kind. The squared slope $F=(x^2+1)^2$ has
\begin{equation}
F'=4x(x^2+1),\qquad F''=12x^2+4 .
\end{equation}
The second factor of $F'$ is positive, so $x=0$ is the one stationary point of $F$. There $F''=4>0$ and $F=1$. A minimiser converges properly to this point, and the force there is not zero. A lateral spring does not help: with $V+\tfrac12ky^2$ one finds $W=\tfrac12(x^2+1)^2+\tfrac12k^2y^2$, whose minimum is at the origin.

The origin of the false minimum is seen by varying the linear term. For $V=x^3/3+cx$,
\begin{equation}
W=\tfrac12(x^2+c)^2,\quad W'=2x(x^2+c),\quad W''=6x^2+2c .
\end{equation}
If $c<0$, $V$ has a maximum at $-\sqrt{-c}$ and a minimum at $+\sqrt{-c}$. Both are minima of $W$, since $W''=-4c>0$ there, and $x=0$ between them is a maximum of $W$. At $c=0$ the two points merge into a level inflection. For $c>0$ they are gone, but a minimum of $W$ remains where the slope is least. The search then reports the place where a maximum and a minimum would appear if an added linear term slightly more than cancelled the slope there.

\section{What a minimum of $W$ does imply}

Let $H_{ij}=\partial_i\partial_jV$. Differentiating $W=\tfrac12\sum_jg_j^2$ gives
\begin{equation}
\partial_iW=\sum_j g_j\,\partial_ig_j=\sum_jH_{ij}g_j,
\qquad\text{or}\qquad \nabla W=H\mathbf g .
\label{eq:gradW}
\end{equation}
Convergence of the minimiser means $H\mathbf g=0$. This has two kinds of solution: $\mathbf g=0$, or $\mathbf g\ne0$ with the force in the null space of the Hessian. The manuscript considers the first kind alone.

A second differentiation, with the product rule, gives
\begin{equation}
\partial_k\partial_iW=\sum_jH_{ij}H_{jk}+\sum_jg_j\,\partial_i\partial_j\partial_kV .
\label{eq:hessW}
\end{equation}
At a point of the second kind let $\mathbf v=\mathbf g/|\mathbf g|$. Contracting \eqref{eq:hessW} with $\mathbf v$ twice gives
\begin{equation}
|H\mathbf v|^2+|\mathbf g|\,V_{vvv}=|\mathbf g|\,V_{vvv},
\end{equation}
because $H\mathbf v=0$. Here $V_{vvv}$ is the third derivative of $V$ along $\mathbf v$. A false minimum therefore requires $V_{vvv}\ge0$. Where $V_{vvv}$ is positive, the slope going uphill falls, reaches its least value and rises again. This is a shoulder. The condition is necessary; it is sufficient that the whole matrix \eqref{eq:hessW} be positive definite.

Solutions of the first kind need care too. Where $\mathbf g=0$ the second term of \eqref{eq:hessW} vanishes and the Hessian of $W$ is $H^2$. Squaring removes the signs of the eigenvalues, so wells, saddles and maxima all look alike to $W$.

\section{A migration path with a shoulder}

It may be objected that the cubic has no saddle to find, whereas a hop between two wells must cross one. The following model has wells, a saddle and a false minimum together. With $\theta=2\pi x/a$ and hop length $a$, let
\begin{equation}
V=U(x)+\tfrac12ky^2,\qquad
U=\tfrac E2\left[(1-\cos\theta)+b(1-\cos3\theta)\right].
\end{equation}
Each $x$-derivative brings a factor $2\pi/a$. With $\sin3\theta=\sin\theta\,(4\cos^2\theta-1)$ and $\cos3\theta=\cos\theta\,(4\cos^2\theta-3)$,
\begin{align}
U'&=\frac{\pi E}{a}(\sin\theta+3b\sin3\theta)
=\frac{\pi E}{a}\sin\theta\,(1-3b+12b\cos^2\theta),\label{eq:U1}\\
U''&=\frac{2\pi^2E}{a^2}(\cos\theta+9b\cos3\theta)
=\frac{2\pi^2E}{a^2}\cos\theta\,(1-27b+36b\cos^2\theta),\label{eq:U2}\\
U'''&=-\frac{4\pi^3E}{a^3}(\sin\theta+27b\sin3\theta).
\end{align}
For $0<b<1/3$ the last bracket in \eqref{eq:U1} is positive. The stationary points are then the wells, at $x=0$ and $x=a$, and the top at $x=a/2$, with their periodic copies. The barrier is $U(a/2)=E(1+b)$.

Halfway up, at $x=a/4$, we have $\theta=\pi/2$ and $\sin3\theta=-1$, so
\begin{equation}
U'=\frac{\pi E}{a}(1-3b),\quad U''=0,\quad
U'''=\frac{4\pi^3E}{a^3}(27b-1).
\end{equation}
Along the path $W''=U''^2+U'U'''$, which here is $U'U'''$. Laterally the curvature of $W$ is $k^2$, and the mixed derivative is zero. Hence $(a/4,0)$ is a false minimum for
\begin{equation}
\frac1{27}<b<\frac13 .
\end{equation}
For $b\le1/27$ the shoulder is too weak. As $b\to1/3$ the residual slope tends to zero, and a force threshold of finite size becomes unable to reject the point. Above $1/3$ the slope at $a/4$ is negative: the shoulder has become a real intermediate well with a top on either side.

I take $E=2.00$ eV, $b=0.25$, $a=0.20$ nm and $k=4000$ eV/nm$^2$. Then
\begin{align}
U(a/2)&=2.00\times1.25=2.50\ \text{eV},\\
U(a/4)&=\tfrac12\times2.00\times1.25=1.25\ \text{eV},\\
U'(a/4)&=\frac{\pi\times2.00}{0.20}\times0.25=7.85\ \text{eV/nm}.
\end{align}
The manuscript's procedure can thus return half the true barrier. The residual slope, 0.785 eV/\AA, is far from zero, though well below the steepest slope on the path, 40.9 eV/nm.

Which point is reached depends on the start. Between well and top $U'>0$, so $W'=U'U''$ has the sign of $U''$. By \eqref{eq:U2}, $U''$ vanishes at $a/4$ and where
\begin{equation}
\cos^2\theta=\frac{27b-1}{36b}=\frac{5.75}{9}=0.639,
\end{equation}
that is, at $x=0.0205$ and $0.0795$ nm. The sign of $U''$ in the four successive intervals is $+,-,+,-$. Steepest descent on $W$ moves against this sign: back to the well from the first interval, to $a/4$ from the middle two, and to the saddle from the last. The lateral coordinate decays independently. For starts spread evenly from well to top the shares are 20.5\% to the well, 59.0\% to the false point and 20.5\% to the saddle. An optimiser that takes long steps may divide the starts differently.

\section{Does a second coordinate remove the trap?}

The straight path is separable, so the authors could suspect an artefact. Let the valley floor be bent, $y=s(x)$, and replace the spring term by $\tfrac12k(y-s)^2$, with $s=\tfrac h2(1-\cos\theta)$. Writing $q=k(y-s)$,
\begin{equation}
\mathbf g=(U'-qs',\,q),\qquad 2W=(U'-qs')^2+q^2 .
\end{equation}
At fixed $x$, setting the $q$-derivative to zero gives $-s'(U'-qs')+q=0$, so $q=U's'/(1+s'^2)$ and $U'-qs'=U'/(1+s'^2)$. Substitution yields
\begin{equation}
2W_{\min}(x)=\frac{U'^2(1+s'^2)}{(1+s'^2)^2}=\frac{U'^2}{1+s'^2}.
\end{equation}
This is the squared slope per unit length of the bent floor. Since $s'=(\pi h/a)\sin\theta$ is largest at $a/4$, the denominator favours the same point as the numerator, and the false minimum stays at $x=a/4$. For $h=0.050$ nm, $s'=0.785$ and the residual force is $7.854/\sqrt{1+0.785^2}=6.18$ eV/nm. Direct minimisation in both coordinates gives the same force, at $y=0.026$ nm and an energy of 1.252 eV. The bend weakens the warning signal. The position $x=a/4$ and the residual force do not depend on $k$, but the point lies off the floor by $q/k$, which adds $q^2/2k$ to the energy: 0.002 eV for the stiff spring used here, 0.15 eV for $k=50$ eV/nm$^2$ and 1.5 eV for $k=5$ eV/nm$^2$. The false barrier is nearly unchanged by the bend only when the spring is stiff.

\section{Consequence for the hop rate}

For a classical atom of mass $m$ in equilibrium, the one-way flux through a line at $x^*$, per atom in the well, is
\begin{equation}
\Gamma=\sqrt{\frac{k_BT}{2\pi m}}\;
\frac{e^{-U(x^*)/k_BT}}{\int_{\rm well}e^{-U/k_BT}\,dx}
\simeq\frac1{2\pi}\sqrt{\frac{U''(0)}m}\;e^{-U(x^*)/k_BT}.
\end{equation}
The first factor is the mean of the positive velocities, with negative ones counted as zero. The last form uses the harmonic well integral $\sqrt{2\pi k_BT/U''(0)}$. The lateral spring is the same everywhere and cancels.

For $m=16$ u and $T=1300$ K, $k_BT=0.1120$ eV and the well frequency is 22.1 THz. With the harmonic well integral, the true top gives $\Gamma=4.5\times10^3$ s$^{-1}$; the false point gives $3.2\times10^8$ s$^{-1}$. Their ratio is
\begin{equation}
e^{(2.50-1.25)/0.1120}\simeq7.0\times10^4 ,
\end{equation}
and it grows on cooling. The excess consists of crossings that turn back. On the straight path without friction, an atom at $a/4$ reaches the top if $\tfrac12mv^2$ exceeds $\Delta E=1.25$ eV. With $v_c=\sqrt{2\Delta E/m}$, the share of the flux that does so is
\begin{equation}
\frac{\int_{v_c}^{\infty}v\,e^{-mv^2/2k_BT}dv}{\int_0^{\infty}v\,e^{-mv^2/2k_BT}dv}
=e^{-\Delta E/k_BT}=1.4\times10^{-5},
\end{equation}
the inverse of the overcount.

\section{Relation to a real hop}

The barrier, hop length and mass are in the rough range of interstitial oxygen moving between neighbouring bond sites in silicon. The shoulder is a chosen feature, not a known property of that system. The lateral stiffness is that of a stiff bond, far above the soft sideways motion of this oxygen about the Si--Si axis; in the straight model the false minimum exists for any constant $k>0$. Real silicon breaks the assumption of a rigid host, since the neighbouring atoms move during the hop. If their motion lowered the barrier by 0.1 eV, the rate would rise by a factor 2.4. A lateral spring half as stiff at the saddle as in the well would raise it by $\sqrt2$. Quantum levels in the well give a factor of 1.02, tunnelling through a parabolic top gives 1.03, and the anharmonic well gives 0.97. These factors are small beside $7\times10^4$. They are not a full account of the real prefactor: the commonly quoted diffusivity of oxygen in silicon corresponds to an attempt frequency more than ten times the model's 22 THz. The 0.1 eV is only an example, however: the relaxation of the host is not computed here, and its effect on the rate is exponential, so a shift of 1.25 eV would be as large as the overcount. Recrossing of the true top through friction with the host is outside the model and is not sized here.

\section{What the authors should change}

The convergence test must be applied to $|\mathbf g|$ itself. A small $|\nabla W|=|H\mathbf g|$ does not suffice, because it also vanishes at the false point. If $|\mathbf g|$ is small, the Hessian eigenvalues must be examined. In the straight model they are $-3208$ and $4000$ eV/nm$^2$ at the saddle, both positive in the well, and $0$ and $4000$ eV/nm$^2$ at the false point, where the force lies along the zero mode. With finite thresholds the two tests together can still be passed on a nearly level shoulder. For $b=0.333$ the force falls to 0.01 eV/\AA\ at $x=0.0493$ nm, where the eigenvalues are $-184$ and $4000$ eV/nm$^2$ and the energy is about half the barrier. The point should therefore be refined until the force tends to zero while the negative eigenvalue stays finite.

A search that uses the sign of the curvature can leave the shoulder. Let $\mathbf u$ be the unit eigenvector of the lowest Hessian eigenvalue, and follow
\begin{equation}
\dot{\mathbf r}=-\mathbf g+2(\mathbf g\cdot\mathbf u)\,\mathbf u ,
\end{equation}
which reverses the force along $\mathbf u$. By \eqref{eq:U2}, $U''\le(2\pi^2E/a^2)(1+9b)=3208$ eV/nm$^2$, which is less than $k$. So $\mathbf u$ lies along $x$ throughout, and $\dot x=U'$, $\dot y=-ky$. From any start between well and top, $x$ climbs through the shoulder to $a/2$ while $y$ decays.

This success has a condition. If $k$ were below 3208 eV/nm$^2$, the lowest mode near the well would be lateral. An atom started there would slide back in $x$ while any sideways displacement grew. Below 1746 eV/nm$^2$, the largest $U''$ between shoulder and top, even a start on the shoulder does not reach the saddle: it stalls where $U''$ rises to $k$. Nor can any search find a saddle for the cubic, which has none. The numerical output below lists the main values used in this comment.

\section*{Numbers as computed}
\begin{verbatim}
Cubic: starts tried = 20
Cubic: largest |x| at the end = 1.2e-06
Cubic: |V'|^2 at x = 0 is 1.000
Model: E = 2.00 eV, b = 0.25, hop length a = 0.20 nm
Model: lateral stiffness k = 4000 eV/nm^2
Model: mass = 16 u, T = 1300 K
Thermal energy kT = 0.1120 eV
False minimum of W: x = 0.0500 nm
Residual slope there = 7.854 eV/nm
Residual slope there = 0.7854 eV/angstrom
Steepest slope on the path = 40.90 eV/nm
Third derivative at false point = 1.7829e+05 eV/nm^3
Path curvature at false point = 0.00 eV/nm^2
Basin edges: x = 0.0205 nm and 0.0795 nm
Share of starts ending in the well = 20.5 %
Share ending at the false point = 59.0 %
Share ending at the saddle = 20.5 %
True saddle: x = 0.1000 nm
Well curvatures = 3207.6, 4000.0 eV/nm^2
Saddle curvatures = -3207.6, 4000.0 eV/nm^2
True barrier = 2.500 eV
False barrier = 1.250 eV
Well frequency = 22.14 THz
Hop rate, one direction, true barrier = 4.500e+03 1/s
Hop rate, one direction, false barrier = 3.156e+08 1/s
Overcount of hops = 7.014e+04
Share of false-line flux that reaches the top = 1.426e-05
Bent path: sideways shift h = 0.050 nm
Bent path: false point x = 0.0500 nm, y = 0.02595 nm
Bent path: residual force = 6.177 eV/nm
Bent path: energy at false point = 1.2518 eV
Quantum of the well / kT = 0.817
Rate factor, quantum levels in the well = 1.025
Rate factor, tunnelling at the top = 1.028
Rate factor, anharmonic well = 0.969
Rate factor, lateral spring halved at saddle = 1.414
Softening term in Hess W relative to k^2 = 0.0098
Rate factor, barrier lower by 0.1 eV = 2.44
\end{verbatim}
